# Exchange-narrowed EPR width and the 10/3 effect

**Q.** In a dense paramagnet the dipole fields of the neighbours can amount to several millitesla, yet the resonance line may be far narrower. Exchange gets the credit. But exchange commutes with the total spin, which is what the spectrometer detects. How can it do anything?

**A.** It acts through the dipole coupling. Take $N$ identical spins $S$ on a rigid lattice, without hyperfine structure or single-ion terms. With energies as angular frequencies and dimensionless spin operators,

$$H=H_0+H_d,\qquad H_0=\omega_0S_z+H_{ex},\qquad H_{ex}=\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j,$$

$$H_d=\sum_{i<j}\frac{d}{r_{ij}^3}\left[\mathbf S_i\cdot\mathbf S_j-3(\mathbf S_i\cdot\hat r_{ij})(\mathbf S_j\cdot\hat r_{ij})\right],\qquad d=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar}.$$

Let $k_BT$ be large compared with $\hbar\omega_0$ and the exchange energy. Averages are then plain traces, written $\langle\cdot\rangle$ and normalized to $\langle1\rangle=1$. The line is the Fourier transform of

$$g(t)=e^{-i\omega_0t}\,\frac{\langle S_-S_+(t)\rangle}{\langle S_-S_+\rangle},\qquad S_+(t)=e^{iHt}S_+e^{-iHt}.$$

Without $H_d$, $g=1$ and the line is sharp, whatever the exchange. With $H_d$, exchange makes the dipole field fluctuate.

**Q.** Show me where that fluctuation enters.

**A.** Put $V=e^{iH_0t}e^{-iHt}$ and $H_d(s)=e^{iH_0s}H_de^{-iH_0s}$. Then $\dot V=-iH_d(t)V$ and $S_+(t)=e^{i\omega_0t}V^\dagger S_+V$. Integrating $\frac{d}{ds}(V^\dagger XV)=iV^\dagger[H_d(s),X]V$ twice gives

$$V^\dagger S_+V=S_++i\int_0^t\!ds\,[H_d(s),S_+]-\int_0^t\!ds\int_0^s\!ds'\,[H_d(s'),[H_d(s),S_+]]+\dots$$

Multiply by $S_-$ and take the trace. The first-order term contains $\langle H_d(s)[S_+,S_-]\rangle=2\langle H_dS_z\rangle=0$, because every product leaves a single traceless spin operator on some site. In the second-order term use $\langle S_-[H',X]\rangle=\langle[S_-,H']X\rangle$ and $[S_-,H']=[H',S_+]^\dagger$.

Now split $H_d=\sum_qH_q$ with $[S_z,H_q]=qH_q$, $q=-2,\dots,2$. The Zeeman term turns $H_q$ into $e^{iq\omega_0s}H_q$, and exchange moves it further. Let $A_q=[H_q,S_+]$, and let $A_q(\tau)$ evolve under exchange alone. Since $A_q$ raises $S_z$ by $q+1$, different $q$ do not mix in the trace. The integrand depends on $\tau=s-s'$ alone, and a given $\tau$ occurs over a length $t-\tau$:

$$1-g(t)=\int_0^t(t-\tau)K(\tau)\,d\tau,\qquad K(\tau)=\sum_qe^{iq\omega_0\tau}\frac{\langle A_q^\dagger A_q(\tau)\rangle}{\langle S_-S_+\rangle}.$$

This holds to second order in $H_d$.

**Q.** Take the secular part, $q=0$, first. What is its strength?

**A.** Average the bracket in $H_d$ over the azimuth of $\hat r$, with $\theta$ the angle between $\hat r$ and the field. The coefficient of $S_{iz}S_{jz}$ is $1-3\cos^2\theta$, and that of $S_{ix}S_{jx}+S_{iy}S_{jy}$ is $1-\tfrac32\sin^2\theta=-\tfrac12(1-3\cos^2\theta)$. Hence

$$H_{q=0}=\sum_{i<j}\frac{b_{ij}}2\,(3S_{iz}S_{jz}-\mathbf S_i\cdot\mathbf S_j),\qquad b_{ij}=\frac{d\,(1-3\cos^2\theta_{ij})}{r_{ij}^3}.$$

The scalar product commutes with $S_+$, so $A_0=\sum_{i<j}\tfrac32b_{ij}(S_i^+S_{jz}+S_{iz}S_j^+)$. Per site, $\langle S_z^2\rangle=S(S+1)/3$ and $\langle S^-S^+\rangle=2S(S+1)/3$. Each pair operator therefore has squared norm $2\cdot\frac23\cdot\frac13[S(S+1)]^2=\frac49[S(S+1)]^2$, and

$$M_2=\frac{\frac94\cdot\frac49[S(S+1)]^2\sum_{i<j}b_{ij}^2}{\frac23NS(S+1)}=\frac34S(S+1)\sum_jb_{ij}^2 .$$

The last form uses equivalent sites. Over all directions $\overline{(1-3\cos^2\theta)^2}=1-2+\frac95=\frac45$, so

$$\overline{M_2}=\frac35S(S+1)\,d^2\sum_jr_{ij}^{-6}.$$

The secular kernel is $M_2\psi(\tau)$, with $\psi(0)=1$ and a decay caused by exchange.

**Q.** A second-order expansion describes only the start of the decay. A linewidth needs the rest.

**A.** Here the Anderson-Weiss model enters. It replaces the secular dipole field by a random frequency $\delta\omega(t)$ with Gaussian statistics, zero mean and correlation $M_2\psi(t-t')$. The accumulated phase $\phi=\int_0^t\delta\omega\,dt'$ is then Gaussian too, so

$$g(t)=\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}=\exp\left[-M_2\int_0^t(t-\tau)\psi(\tau)\,d\tau\right].$$

Its expansion reproduces the quantum second-order result. The higher orders are the model's assumption.

Define the exchange frequency by $1/\omega_e=\int_0^\infty\psi\,d\tau$. If exchange is slow, $\psi\approx1$ while the signal decays, $g=e^{-M_2t^2/2}$, and the line is Gaussian with half-width at half maximum $\sqrt{2\ln2\,M_2}$. If $\omega_e\gg\sqrt{M_2}$, $\psi$ has died out long before the signal has. The exponent is then $-M_2t/\omega_e$ plus a small constant, and

$$\int_0^\infty e^{-\Gamma t}\cos xt\,dt=\frac{\Gamma}{\Gamma^2+x^2},\qquad \Gamma=\Delta\omega=\frac{M_2}{\omega_e}.$$

This $\Delta\omega$ is the half-width at half maximum of a Lorentzian. The phase makes a random walk: about $\omega_et$ steps, each of size $\sqrt{M_2}/\omega_e$, give a mean square phase of order $M_2t/\omega_e$. Doubling $\omega_e$ halves each step and doubles their number. Because the step length enters squared, the mean square phase is halved. For a Gaussian $\psi$, the numerical line already agrees with $M_2/\omega_e$ to 0.05% at $\omega_e=5\sqrt{M_2}$.

The integral of $\psi$ must converge. If $\psi$ fell as $\tau^{-1/2}$, as one-dimensional spin diffusion would suggest, the exponent would grow as $t^{3/2}$ and the line would not be Lorentzian.

**Q.** You have a contradiction. Exchange commutes with $S_+$, so it cannot change the second moment. Yet the line became narrower.

**A.** Both statements hold. In the formula for $g$, $-g''(0)=M_2$ for every $\omega_e$. For $t\ll1/\omega_e$ the decay is quadratic, not exponential, so the Lorentzian form fails at offsets of order $\omega_e$ and beyond. The narrow centre is balanced by weak, far-reaching wings, which carry the second moment.

**Q.** Now the nonsecular terms. They oscillate at $\omega_0$ and $2\omega_0$. Why not drop them?

**A.** An oscillation averages a term away only if it completes cycles before the field has lost its memory, that is, if $\omega_0\gg\omega_e$. For $\omega_0\ll\omega_e$ the phase factors stay near 1 during the life of $\psi$, and every $q$ contributes.

**Q.** By how much? I want the weights derived.

**A.** The dipole bracket is bilinear, symmetric and traceless in the two spins, so it is a rank-two tensor. Write $H_q=\sum_{i<j}f_q^{ij}T_q^{ij}$ with standard components obeying

$$[S_\pm,T_q]=\sqrt{6-q(q\pm1)}\;T_{q\pm1},\qquad T_2^{ij}=\tfrac12S_i^+S_j^+ .$$

Then $A_q=-\sqrt{w_q}\sum f_q^{ij}T_{q+1}^{ij}$ with $w_q=6-q(q+1)$. For $q=-2,-1,0,1,2$ this gives $w_q=4,6,6,4,0$.

The correlation of two components does not depend on which component is used. Because $S_+$ commutes with $H_{ex}$,

$$\sqrt{6-m(m+1)}\,\langle T_{m+1}^\dagger T'_{m+1}(\tau)\rangle=\langle T_{m+1}^\dagger[S_+,T'_m(\tau)]\rangle=\langle[S_-,T_{m+1}]^\dagger T'_m(\tau)\rangle,$$

and the right side is $\sqrt{6-m(m+1)}\,\langle T_m^\dagger T'_m(\tau)\rangle$. The roots cancel.

The geometric factors remain. Average over all crystal orientations. The average of $f_q^{ij*}f_q^{kl}$ is unchanged by a further rotation, so the same ladder argument, applied to rotations of the crystal, makes it independent of $q$. For a single pair this can be seen directly: $|f_q|^2$ is proportional to $\frac32(\cos^2\theta-\frac13)^2$, $\sin^2\theta\cos^2\theta$ and $\frac14\sin^4\theta$ for $|q|=0,1,2$, and each averages to $\frac2{15}$.

From here on $M_2$ and $\psi$ denote the orientation-averaged secular quantities. Relative to $w_0=6$,

$$K(\tau)=M_2\psi(\tau)\sum_q\frac{w_q}6e^{iq\omega_0\tau}$$
$$=M_2\psi\left[1+\tfrac53\cos\omega_0\tau+\tfrac23\cos2\omega_0\tau-\tfrac i3(\sin\omega_0\tau+2\sin2\omega_0\tau)\right].$$

The cosine factors are $(4+6)/6$ and $(0+4)/6$; the sine factors are $(4-6)/6$ and $(0-4)/6$. As a numerical check, the loss $1-g$ was computed by exact evolution of five coupled spins at weak dipole coupling, averaged over directions. At one time and two values of $\omega_0$ it agrees with the loss predicted by this kernel to a relative $4\times10^{-7}$.

**Q.** And the width? The random-frequency model covered only the secular part.

**A.** For the full kernel I use the weak-coupling argument. When $1/\omega_e\ll t\ll1/\Gamma$, the second-order result is $1-g\approx t\int_0^\infty K\,d\tau$. The dipole field has by then lost its memory, so the same fractional loss repeats in each such interval and $g\approx\exp(-t\int_0^\infty K\,d\tau)$. The real part of the integral is the width:

$$\Delta\omega=M_2\int_0^\infty\psi\left[1+\tfrac53\cos\omega_0\tau+\tfrac23\cos2\omega_0\tau\right]d\tau .$$

For $\omega_0\gg\omega_e$ the cosines integrate to nearly nothing and $\Delta\omega=M_2/\omega_e$. For $\omega_0\ll\omega_e$ they equal 1, and

$$\Delta\omega=\left(1+\tfrac53+\tfrac23\right)\frac{M_2}{\omega_e}=\frac{10}3\,\frac{M_2}{\omega_e}.$$

A linearly oscillating microwave field excites the lines at both $+\omega_0$ and $-\omega_0$. For them to stay separate in the spectrum, the static field must still satisfy $\omega_0\gg\Delta\omega$.

**Q.** So the width jumps when exchange passes the Larmor frequency?

**A.** No, it changes smoothly. As a model take $\psi=e^{-\Omega^2\tau^2/2}$. Then $1/\omega_e=\sqrt{\pi/2}/\Omega$, or $\Omega^2=\pi\omega_e^2/2$. The integral $C(\omega)=\int_0^\infty\psi\cos\omega\tau\,d\tau$ obeys $C'=-(\omega/\Omega^2)C$ by partial integration, so $C=\omega_e^{-1}e^{-\omega^2/(2\Omega^2)}$ and

$$\Delta\omega=\frac{M_2}{\omega_e}\left[1+\tfrac53e^{-\omega_0^2/(\pi\omega_e^2)}+\tfrac23e^{-4\omega_0^2/(\pi\omega_e^2)}\right].$$

The imaginary part of $K$ moves the line up in frequency by $\delta=\frac{M_2}3[I(\omega_0)+2I(2\omega_0)]$, where $I(\omega)=\int_0^\infty\psi\sin\omega\tau\,d\tau$. Partial integration gives $I'=(1-\omega I)/\Omega^2$, hence

$$I(\omega)=\frac1{\Omega^2}e^{-\omega^2/(2\Omega^2)}\int_0^\omega e^{u^2/(2\Omega^2)}du .$$

**Q.** So far $\omega_e$ is a name. What is it in terms of $J$?

**A.** The initial curvature of $\psi$ follows from commutators. I do it for $S=\frac12$. Since the component does not matter, use the simplest one, $A=\sum_{i<j}b_{ij}S_i^+S_j^+$. The $\tau^2$ term of $\langle A^\dagger A(\tau)\rangle$ gives

$$\Omega^2\equiv-\psi''(0)=\frac{\langle[H_{ex},A]^\dagger[H_{ex},A]\rangle}{\langle A^\dagger A\rangle}.$$

The elementary commutator is

$$[\mathbf S_1\cdot\mathbf S_2,S_1^+]=S_1^+S_{2z}-S_{1z}S_2^+,$$

and with $S_2^+$ in place of $S_1^+$ it changes sign, because the sum $S_1^++S_2^+$ commutes. A bond does not act on its own pair: $S_1^+S_2^+$ connects $\downarrow\downarrow$ to $\uparrow\uparrow$, both triplet states with $\mathbf S_1\cdot\mathbf S_2=\frac14$. What remains needs a third spin. With $Z_1=S_{1z}S_2^+S_3^+$ and so on, bond 12 gives

$$J_{12}[\mathbf S_1\cdot\mathbf S_2,\;b_{13}S_1^+S_3^++b_{23}S_2^+S_3^+]=J_{12}(b_{13}-b_{23})(Z_2-Z_1).$$

Bond 13 follows by exchanging labels 2 and 3, and bond 23 does not produce $Z_1$. The coefficient of $Z_1$ is thus $J_{12}(b_{23}-b_{13})+J_{13}(b_{23}-b_{12})$. In general

$$c_{i,jk}=J_{ij}(b_{jk}-b_{ik})+J_{ik}(b_{jk}-b_{ij}).$$

The $Z$ operators are mutually orthogonal with squared norm $\frac14\cdot\frac12\cdot\frac12=\frac1{16}$; a pair operator has $\frac14$. Therefore

$$\Omega^2=\frac{\frac1{16}\sum_i\sum_{j<k}c_{i,jk}^2}{\frac14\sum_{i<j}b_{ij}^2}=\frac12\,\frac{\sum_i\sum_{j<k}c_{i,jk}^2}{\sum_{i}\sum_jb_{ij}^2}.$$

For the orientation mean, average numerator and denominator separately. Products of two $b$ average to $\frac45d^2P_2(\cos\gamma)/(r^3r'^3)$, where $\gamma$ is the angle between the two pair vectors and $P_2(x)=(3x^2-1)/2$. The sign of a uniform $J$ drops out. With the Gaussian model, $\omega_e=\sqrt{2/\pi}\,\Omega$.

**Q.** Give me numbers.

**A.** Take a model simple-cubic lattice of spins $\frac12$ with spacing $a=0.8$ nm, the free-electron $g$ factor, and nearest-neighbour exchange $J/k_B=1$ K. The inputs are $d/a^3=6.386\times10^8$ rad/s, $J=1.309\times10^{11}$ rad/s, $\sum(a/r)^6=8.402$ and, from the lattice sum, $\Omega^2=3.394J^2$. Then

$$M_2=\tfrac35\cdot\tfrac34\,(6.386\times10^8)^2(8.402)=1.542\times10^{18}\ \mathrm{rad^2/s^2},$$

$$\omega_e=\sqrt{2/\pi}\,\sqrt{3.394}\,(1.309\times10^{11})=1.924\times10^{11}\ \mathrm{rad/s}.$$

So $\sqrt{M_2}$ is $1.242\times10^9$ rad/s, or 7.05 mT, and $\omega_e/\sqrt{M_2}=155$: strong narrowing. The high-field width is $M_2/\omega_e=8.01\times10^6$ rad/s, or 0.046 mT; the low-field width is 10/3 of this, $2.67\times10^7$ rad/s or 0.152 mT. Without exchange, the Gaussian line of the model would have a half-width of $1.177\times7.05=8.3$ mT.

| Frequency | $\omega_0/\omega_e$ | $\Delta\omega\,\omega_e/M_2$ | Half-width |
|---|---|---|---|
| 9.5 GHz | 0.31 | 3.21 | 0.146 mT |
| 35 GHz | 1.14 | 2.23 | 0.101 mT |
| 95 GHz | 3.10 | 1.08 | 0.049 mT |

At 35 GHz the shift is $4.4\times10^6$ rad/s, a quarter of the half-width of $1.78\times10^7$ rad/s. The high-temperature condition is strictest at 95 GHz, where $\omega_0/J=4.6$: the sample must be much warmer than 4.6 K. That is not enough to make the first-order dipole term negligible against so narrow a line. At finite $T$ the small magnetization $M$ gives a demagnetizing shift of order $\mu_0M$ that depends on the shape of the sample. For a thin plate of this lattice normal to the field at 300 K it is about 0.06 mT at 35 GHz, more than the 0.025 mT shift just quoted, and about 0.17 mT at 95 GHz, more than the half-width. It vanishes for a sphere of cubic material, which is the case these numbers describe.

**Q.** How far do you trust the Gaussian $\psi$?

**A.** Its curvature is computed; its shape is assumed. For a cube of eight spins, the true $\psi$ at $\Omega t=1$ is 0.643 against 0.607 for the Gaussian, and at $\Omega t=2$ it is 0.251 against 0.135. The true function falls more slowly. A trapezoid sum over the five values at $\Omega t=0,0.5,\dots,2$ gives 1.29 against 1.19, about 8% more area up to $\Omega t=2$. There the true $\psi$ is still nearly twice the Gaussian. The area beyond is not counted, because the cube cannot supply it: after about $\Omega t=3$ its $\psi$ rises again, an effect of its small size. Blocks of $2\times2\times3$ and $2\times2\times4$ spins show no such rise up to $\Omega t=5$. Their area to that point is about 1.6, against 1.25 for the whole Gaussian, and with their $\psi$ the 35 GHz entry of $\Delta\omega\,\omega_e/M_2$ falls from 2.23 to about 1.8. These blocks have fewer neighbours per spin than the lattice, so they indicate only the size of the uncertainty. The widths quoted above are values of the Gaussian model and may be off by tens of percent. Suppose that the lattice, too, decays more slowly than the Gaussian at first, and that no later negative part of $\psi$ cancels the extra area. This is a conjecture. Then the true $\omega_e$ is smaller and the secular width larger than quoted. The limiting ratio 10/3 does not depend on the shape of $\psi$.

**Q.** If I mount a single cubic crystal, shall I find 10/3 between low and high field?

**A.** Not in general. With a Gaussian $\psi$ for each $q$, the model gives these secular widths and low-field enhancements:

| Field along | Secular half-width | Enhancement |
|---|---|---|
| [100] | 0.0933 mT | 1.63 |
| [110] | 0.0336 mT | 4.51 |
| [111] | 0.0140 mT | 10.85 |

Along [111] every nearest-neighbour bond has $\cos^2\theta=\frac13$, so its secular coupling vanishes and the high-field line is very narrow.

Multiply the columns: the low-field width comes to about 0.152 mT in all three directions. For the exact kernel, symmetry makes it strictly isotropic. When $\omega_0\ll\omega_e$ the phase factors are 1, and the rate is built from $\int_0^\infty\langle[H_d,S_a]^\dagger[H_d(\tau),S_b]\rangle d\tau$ with $a,b=x,y,z$ and $H_d(\tau)$ moved by exchange alone. This is a second-rank tensor of the crystal, and cubic symmetry makes it a multiple of the unit tensor. The low-field width is therefore isotropic, while the high-field width is not. A separate Gaussian for each $q$ respects this only approximately, because a moment divided by an exchange frequency is not linear in the correlation function. The products in the table agree so closely because the secular exchange frequency here differs by only about 15% between [100] and [111]. In a cubic crystal, 10/3 is the ratio of the isotropic low-field width to the high-field width averaged over directions.

A powder calls for similar care. At high field its spectrum is a superposition of Lorentzians of different widths, which is not itself a Lorentzian, so the half-width read from it is not the averaged $M_2/\omega_e$. In the present model it is about 0.032 mT instead of 0.046 mT, because the narrow components dominate the peak. At 95 GHz it is about 0.038 mT against the tabulated mean of 0.049 mT, while at 9.5 and 35 GHz the two nearly coincide.

## Computed values

```
largest relative error of kernel test: 4.0e-07
slow limit HWHM/sqrt(M2): 1.1774
HWHM*we/M2 at we/sqrt(M2) = 5: 0.9995
HWHM*we/M2 at we/sqrt(M2) = 20: 1.0000
lattice spacing: 0.80 nm
exchange J/k_B: 1.00 K
electron g factor (magnitude): 2.00232
gyromagnetic ratio: 1.7609e+11 rad/(s T)
dipole frequency d/a^3: 6.3864e+08 rad/s
exchange J: 1.3092e+11 rad/s
lattice sum of (a/r)^6: 8.402
Omega^2/J^2, orientation mean: 3.394
M2, orientation mean: 1.5420e+18 rad^2/s^2
sqrt(M2): 1.2418e+09 rad/s = 7.052 mT
Omega: 2.4118e+11 rad/s
exchange frequency we: 1.9244e+11 rad/s
we/sqrt(M2): 155.0
M2/we: 8.0131e+06 rad/s = 0.0455 mT
(10/3) M2/we: 2.6710e+07 rad/s = 0.1517 mT
9.5 GHz: w0 = 5.9690e+10 rad/s, w0/we = 0.310
  HWHM = 2.5692e+07 rad/s = 0.1459 mT
  HWHM/(M2/we) = 3.206
  derivative peak-to-peak = 0.1685 mT
  frequency shift = 2.462e+06 rad/s
35.0 GHz: w0 = 2.1991e+11 rad/s, w0/we = 1.143
  HWHM = 1.7839e+07 rad/s = 0.1013 mT
  HWHM/(M2/we) = 2.226
  derivative peak-to-peak = 0.1170 mT
  frequency shift = 4.415e+06 rad/s
95.0 GHz: w0 = 5.9690e+11 rad/s, w0/we = 3.102
  HWHM = 8.6377e+06 rad/s = 0.0491 mT
  HWHM/(M2/we) = 1.078
  derivative peak-to-peak = 0.0566 mT
  frequency shift = 1.985e+06 rad/s
field [100]: secular M2 = 3.064e+18 rad^2/s^2
  secular HWHM = 0.0933 mT
  low-field/secular HWHM = 1.63
field [110]: secular M2 = 1.161e+18 rad^2/s^2
  secular HWHM = 0.0336 mT
  low-field/secular HWHM = 4.51
field [111]: secular M2 = 5.271e+17 rad^2/s^2
  secular HWHM = 0.0140 mT
  low-field/secular HWHM = 10.85
eight-spin cube, Omega*t = 0.5: psi = 0.886, Gaussian = 0.882
eight-spin cube, Omega*t = 1.0: psi = 0.643, Gaussian = 0.607
eight-spin cube, Omega*t = 1.5: psi = 0.421, Gaussian = 0.325
eight-spin cube, Omega*t = 2.0: psi = 0.251, Gaussian = 0.135
```
